# Langevin recombination from mutual Coulomb drift into a capture sphere, part 2

An electron and a hole drift and diffuse towards each other in a strongly damping medium and recombine at separation $a$. We seek the coefficient $k$ in $R=knp$, where $R$ is the number of recombinations per volume and time and $n$, $p$ are the electron and hole densities. Formulas are in SI form; many numerical values use cm.

The elementary charge is $e>0$, the permittivity $\varepsilon$, the temperature $T$ and Boltzmann's constant $k_B$. The mobilities $\mu_n$, $\mu_p$ have the sum $\mu=\mu_n+\mu_p$. The electron density at distance $r$ from a hole is $n\,g(r)$, with $g\to1$ far away. The pair energy is $U(r)$, with $U\to0$ at large $r$. The relative diffusion coefficient is $D=\mu k_BT/e$.

We assume drift linear in the local field, a uniform medium, certain capture at $a$ (so $g(a)=0$ with diffusion), dilute carriers and negligible thermal generation.

**Theorem 1 (pure drift).** Without an applied field, $k=k_L=e\mu/\varepsilon$ for every $a$. In a uniform applied field $F$, let
$$r_F=\sqrt{\frac{e}{4\pi\varepsilon F}},\qquad q=\left(\frac{r_F}{a}\right)^2 .$$
Then $k=k_L$ for $a\le r_F$, and the captured stream has the upstream radius $b=2r_F$. For $a>r_F$, $b=a(1+q)$ and
$$\frac{k}{k_L}=\frac{(1+q)^2}{4q}.$$
Computed two-particle paths without an applied field gave $k=6.63488\times10^{-11}$ cm$^3$/s for the mobilities and permittivity of the example below.

**Theorem 2 (with diffusion).** In the steady state, without an applied field,
$$k=4\pi\left[\int_a^\infty\frac{e^{U(r)/k_BT}}{D\,r^2}\,dr\right]^{-1}.$$
It follows by integrating
$$\frac{d}{dr}\left(g\,e^{U/k_BT}\right)=\frac{k}{4\pi}\,\frac{e^{U/k_BT}}{D\,r^2}$$
from $a$ to infinity, and also holds if $D$ depends on $r$, provided that the Einstein relation holds locally. For the Coulomb energy, $U/k_BT=-r_c/r$, and constant $D$ it becomes
$$\boxed{\,k=\frac{k_L}{1-e^{-r_c/a}},\qquad r_c=\frac{e^2}{4\pi\varepsilon k_BT}\,}$$
with $k_L=4\pi Dr_c$.

**Remark (two limits).** For $a\ll r_c$ the exponential is negligible and $k\to k_L$. A pair that has come well inside $r_c$ seldom escapes, and a smaller target merely lengthens a fall whose end is nearly certain. The excess over $k_L$ is $1/(e^{r_c/a}-1)$ relative to $k_L$, and it stays below one per cent for $a\le0.216\,r_c$. For $a\gg r_c$, expansion of the exponential gives $1-e^{-r_c/a}\approx r_c/a$ and

$$k\to k_L\,\frac{a}{r_c}=4\pi Da .$$

This is capture by diffusion alone, and it is proportional to the radius. The independence of $a$ is therefore a property of strong attraction.

**Remark (density profile).** Integrating from $a$ to $r$ instead of to infinity gives

$$g(r)=\frac{k}{k_L}\left[1-e^{-r_c(1/a-1/r)}\right].$$

For small $a$ the density is nearly uniform, as in pure drift, except close to the sphere. With $r=a+\delta$ the exponent is about $-r_c\delta/a^2$, so the depleted layer has a thickness of about $a^2/r_c$. There diffusion replaces the drift that the falling density takes away. The excess of $k$ over $k_L$ can be read off at large $r$. The total inward flow is $k=k_Lg+4\pi r^2Dg'$, and as $g\to1$ its drift part tends to $k_L$. By the formula for $g$, the diffusive part tends to $k\,e^{-r_c/a}$, which equals $k-k_L$.

The closed formula was tested against a finite-volume solution of the drift-diffusion equation with $g=1$ imposed at $1000\,r_c$.

| $a/r_c$ | $k/k_L$, numerical | $k/k_L$, formula |
|---|---|---|
| 0.1 | 1.0000 | 1.0000 |
| 0.5 | 1.1566 | 1.1565 |
| 2.0 | 2.5453 | 2.5415 |

The last row differs because the outer boundary is not at infinity. With $g=1$ at $r=L$ the same integration replaces $r_c/a$ in the exponent by $r_c/a-r_c/L$. For $L=1000\,r_c$ and $a=2r_c$ this gives 2.545.

### Link with dielectric relaxation

A medium of conductivity $\sigma=e(\mu_nn+\mu_pp)$ relaxes an electric field in the time $\varepsilon/\sigma$. For $n=p$,

$$\tau_d=\frac{\varepsilon}{e(\mu_n+\mu_p)n}=\frac1{k_Ln}.$$

The right-hand side is the lifetime of a carrier against recombination. The two times agree because the same mobilities and the same permittivity govern both how carriers cancel an imposed field and how they cancel each other. For $p\gg n$ the agreement is only partial. An electron then lives for $1/(k_Lp)$, which is the fraction $\mu_p/\mu$ of the dielectric time $\varepsilon/(e\mu_pp)$.

**Proposition.** In the neutral, uniform interior of an electrically isolated layer with $n=p$, density and field decay in proportion:

$$\frac{n(t)}{n_0}=\frac{E(t)}{E_0}=\frac{1}{1+t/\tau_0},\qquad \tau_0=\frac{1}{k_Ln_0}.$$

*Proof.* Recombination gives $dn/dt=-k_Ln^2$, hence $d(1/n)/dt=k_L$ and $1/n=1/n_0+k_Lt$, which is the stated law for $n$. In an isolated layer the sum of displacement and conduction current is zero: $\varepsilon\,dE/dt+\sigma E=0$. With $\sigma/\varepsilon=e\mu n/\varepsilon=k_Ln$ this reads $d\ln E/dt=-k_Ln$, which is also $d\ln n/dt$. The ratio $E/n$ is therefore constant. $\square$

Joint integration of the two equations, with the coefficient taken from the two-particle paths of Part I, gave a density ratio of 0.5000 and a field ratio of 0.5000 at $t=\tau_0$.

The proposition needs an interior that drift does not empty. In the decaying field, carriers of mobility $\mu_f$ drift by $\mu_fE_0\tau_0\ln(1+t/\tau_0)$ up to time $t$. For the faster carriers this distance must stay much less than the layer thickness. This restricts the proposition to weak initial fields or high densities, and to times that are not too long.

### Worked example

Take round parameters in the regime of an amorphous molecular emission layer in an organic light-emitting diode: relative permittivity 3, $\mu_n=10^{-5}$ and $\mu_p=10^{-4}$ cm$^2$/Vs, $a=1$ nm, $T=300$ K, $n=p=10^{15}$ cm$^{-3}$, thickness 100 nm and an applied field of 0.5 MV/cm. All are rough.

The thermal voltage is $k_BT/e=25.85$ mV. The relative diffusion coefficient is

$$D=1.1\times10^{-4}\ \mathrm{cm^2/Vs}\times0.02585\ \mathrm V=2.84\times10^{-6}\ \mathrm{cm^2/s},$$

and the Coulomb radius is $r_c=18.57$ nm $=1.857\times10^{-6}$ cm. Then

$$k_L=4\pi Dr_c=4\pi\,(2.84\times10^{-6})(1.857\times10^{-6})\ \mathrm{cm^3/s}\approx6.63\times10^{-11}\ \mathrm{cm^3/s},$$

or $6.63\times10^{-17}$ m$^3$/s.

The capture radius is far below $r_c$. Without an applied field, diffusion raises $k$ above $k_L$ by a relative amount of $8.6\times10^{-9}$. So small a figure says that the correction is irrelevant, and its digits carry no further meaning: the depleted layer would be $a^2/r_c\approx0.05$ nm thick, less than a molecule.

The applied field is 0.05 V/nm. From the definitions, $r_F^2=r_c(k_BT/e)/F$, so

$$r_F=\sqrt{\frac{18.57\ \mathrm{nm}\times0.02585\ \mathrm V}{0.05\ \mathrm{V/nm}}}=3.10\ \mathrm{nm}.$$

This exceeds $a$, so the drift result holds in the field too. Theorem 2 does not cover diffusion and an applied field together. A finite-volume solution with both, with $g=0$ at 1 nm and $g=1$ at $2r_c$, gave $k/k_L=1.000$ for these parameters.

The carrier lifetime, equal to the dielectric time, is

$$\frac{1}{k_Ln}=\frac{1}{(6.635\times10^{-11})(10^{15})}\ \mathrm s=15.1\ \mu\mathrm s .$$

In the applied field a hole crosses the layer in 0.2 μs and an electron in 2 μs. Both times are much shorter than the lifetime, so most carriers would leave before recombining if nothing held them. The currents say the same. At these uniform densities the drift current is 8.81 mA/cm$^2$, while recombination throughout the layer amounts to 0.106 mA/cm$^2$, or 1.2% of it. For fixed field and thickness the ratio grows in proportion to the density. The field is also too strong for the proposition on joint decay, since a hole would cross the layer many times over in one dielectric time.

### Size of the neglected effects

**Screening.** A static cloud of other carriers would weaken the attraction at long range. With $n=p$ the Debye length is

$$\lambda=\sqrt{\frac{\varepsilon k_BT}{2e^2n}}=46.3\ \mathrm{nm}.$$

Inserting $U=-k_BT(r_c/r)e^{-r/\lambda}$ into Theorem 2 gives $k/k_L=0.760$; a finite-volume solution with the same energy also gives 0.760. This value holds for a static cloud without an applied field and is not a prediction for the layer. A sphere of radius $\lambda$ holds on average $2n(4\pi/3)\lambda^3\approx0.8$ carriers, too few for a smooth screening cloud, and moving carriers cannot fully follow a moving pair. Moreover, the electrons that would screen a hole can themselves be captured by it. The static estimate therefore does not settle whether moving carriers lower or raise $k$.

**Nonlinear hopping.** At $r=a$ the pair field is 4.8 MV/cm, and a mobility measured in weak fields cannot be trusted there. For a hop length $d=1$ nm, the pair field drops $k_BT$ per hop at $r=\sqrt{r_cd}=4.3$ nm. Suppose that the mobility inside this distance were infinite. The inner part of the integral in Theorem 2 would vanish, as if capture took place at 4.3 nm, and $k$ would rise by 1.4% without an applied field. Without a field, faster motion close to the hole hardly matters, because the supply from outside limits the rate. In the applied field of the example this no longer holds. The distance 4.3 nm exceeds $r_F$, and the drift-diffusion equation with capture at that distance gives $k/k_L\approx1.49$. Infinite mobility is an extreme assumption, but it shows that fast motion near the hole can matter in a strong field.

The applied field acts everywhere. It drops $x=1.93$ in units of $k_BT$ per hop. For hops along the field with forward and backward rates proportional to $e^{\pm x/2}$, the velocity is proportional to $2\sinh(x/2)$ instead of $x$. The mobility then rises by the factor $\sinh(x/2)/(x/2)=1.16$. Both the size and the sign of this change depend on the rate law. If downhill hops had a fixed rate and only uphill hops were slowed by $e^{-x}$, the factor for sites of equal energy would be $(1-e^{-x})/x=0.44$. The estimates that follow keep the symmetric law. Suppose first that the velocity stays parallel to the local field and that its size depends only on the strength of that field. For pure drift and $a\le r_F$ the paths then keep their shape, and the captured stream keeps its radius $2r_F$. Only its speed far upstream changes, so the mobilities entered in $k_L$ should be those at the operating field. If instead hops along and across the applied field each follow the law above with their own energy drop, motion across the field gains less. Carriers are then steered towards the hole less effectively, and for pure drift $k$ rises by only about 5% in this example.

**Longer capture range.** If tunnelling let pairs recombine from 3 nm instead of 1 nm, $k$ would exceed $k_L$ by 0.2% without an applied field. In the applied field the rise is larger, about 15% when diffusion is included. The distance 3 nm lies just below $r_F=3.10$ nm, so on the downstream side the inward drift almost vanishes, and diffusion brings in carriers that drift alone would sweep past. The condition $a\le r_F$ guarantees $k=k_L$ only for pure drift; with diffusion, $a$ must lie well below both $r_F$ and $r_c$.

**Electrodes and site filling.** The image force at a metal electrode equals the applied force at $r_F/2=1.55$ nm, a small part of the layer. With a site density of $10^{21}$ cm$^{-3}$, on average $10^{-6}$ of the sites are filled. This average understates how often carriers compete for a site, because disorder gathers them in the few deep ones. For a Gaussian scatter of 0.1 eV in equilibrium, the filling averaged over the carriers is about 3%. Competition is then still uncommon, but it grows with density and with disorder.

**Temperature.** The coefficient contains $T$ only through $\mu$ and $\varepsilon$. If the mobility is activated with an assumed energy of 0.3 eV, it rises by a factor of about 5 between 300 and 350 K, and $k_L$ rises with it. Of the effects given here as a change of $k$, this is the largest.

**Disorder.** If site energies scatter by 0.1 eV, the pair energy exceeds this scatter only within 4.8 nm. Further out, carriers follow paths set by the disorder as well as by the attraction. The model does not give the resulting change of $k$.

### The model beside real layers

The chosen mobilities, permittivity and field are of the order met in amorphous molecular emission layers, though mobilities differ between materials by powers of ten and $k_L$ follows them. The field lies below the rough breakdown scale of a few MV/cm. The uniform density is a simplification. In a diode with blocking layers, carriers can collect at these layers, and the local product $np$ can then be far above the value used here.

Certain capture in a uniform medium is an assumption that some devices break. In blends of electron-donating and electron-accepting materials for solar cells, the two carriers move in separate phases and meet at interfaces, where a pair may also part again. In some such blends the measured coefficient lies below $k_L$ by a factor of ten or more. For these, $k_L$ serves as a scale for comparison and should not be used as a prediction.

The derivation also fails where the mean free path is comparable with $r_c$ or longer, as in clean crystals of high mobility. A carrier can then fly past its partner without losing the energy it gained in the attraction. Capture depends on how that energy is lost, and a mobility alone no longer fixes the rate.

The numerical output below lists the main computed values with their units.

## Values computed for the example and the checks

```
relative permittivity: 3
temperature: 300 K
electron mobility: 1e-05 cm2/Vs
hole mobility: 0.0001 cm2/Vs
capture radius a: 1 nm
electron density = hole density: 1e+15 cm^-3
layer thickness: 100 nm
applied field: 0.5 MV/cm
thermal voltage: 25.85 mV
relative diffusion coefficient D: 2.84e-06 cm2/s
Langevin coefficient k_L: 6.635e-11 cm^3/s
Langevin coefficient k_L: 6.635e-17 m^3/s
two-particle runs, smallest k: 6.63488e-11 cm^3/s
two-particle runs, largest k: 6.63488e-11 cm^3/s
fall time from 15 nm to a: 213 ns
Coulomb radius r_c: 18.57 nm
field radius r_F: 3.098 nm
capture impact parameter 2 r_F: 6.197 nm
trajectories, a/r_F = 0.323: b/r_F = 1.999
trajectories, a/r_F = 0.700: b/r_F = 1.999
trajectories, a/r_F = 2.000: b/r_F = 2.498, k/k_L = 1.561
diffusion, a/r_c = 0.1: k/k_L numeric 1.0000, formula 1.0000
diffusion, a/r_c = 0.5: k/k_L numeric 1.1566, formula 1.1565
diffusion, a/r_c = 2.0: k/k_L numeric 2.5453, formula 2.5415
diffusion excess k/k_L - 1 at a, no field: 8.64e-09
k/k_L at a with field and diffusion: 1.000
lifetime 1/(k_L n) = dielectric time: 15.07 us
after one dielectric time: density ratio 0.5000, field ratio 0.5000
hole transit time: 0.2 us
electron transit time: 2 us
drift current density: 8.81 mA/cm2
recombination current density: 0.106 mA/cm2
mean carrier spacing n^(-1/3): 100 nm
Debye length: 46.3 nm
k/k_L with full static screening, no field: 0.760
same, finite-volume solution: 0.760
pair field at a: 4.8 MV/cm
hop length: 1 nm
radius where pair field drops kB T per hop: 4.31 nm
k/k_L if mobility inside it were infinite, no field: 1.0136
applied-field energy per hop / kB T: 1.93
hopping mobility gain at applied field: 1.16
k/k_L if tunnelling widened a to 3 nm, no field: 1.0021
filled fraction of sites: 1e-06
distance where electrode image force equals applied force: 1.55 nm
energetic disorder assumed: 0.1 eV
radius where pair energy equals disorder: 4.8 nm
mobility activation energy assumed: 0.3 eV
warmer temperature of use: 350 K
gain of mobility and k_L at that temperature: 5.25
```
